# Current and atomic forces in a disordered wire by recursive Green functions

## Result

A wire of $N$ slices, each with $W$ atoms and one orbital per atom, joins two ideal leads. At each energy, one backward and one forward sweep through the slices, using only $W\times W$ matrices, give the needed blocks of the Green function. Integrated over energy, they yield all the parts of the one-spin density matrix $\rho$ that the current and the forces need. With both spins counted, the particle flow from atom $i$ to atom $j$ and the force on atom $i$ are

$$J_{i\to j}=\frac4\hbar\,\mathrm{Im}(H_{ji}\rho_{ij}),\qquad
\mathbf F_i=-4\sum_j \mathrm{Re}\,\rho_{ij}\,\frac{dH_{ij}}{dd_{ij}}\,\frac{\mathbf R_i-\mathbf R_j}{d_{ij}} .$$

The flow summed over the bonds of a cut is the same for every cut that separates the leads, straight or jagged. In the disordered wire computed below, all 15 straight cuts carry $20.973\ \mu$A, with a spread of $3\times10^{-16}$ of that value.

Equal currents do not certify the forces. The current uses the imaginary part of $\rho_{ij}$ and the force uses the real part.

**Conventions.** $H$ is real and symmetric, and $\rho_{ij}=\langle c_j^\dagger c_i\rangle$ for one spin. Electrons are independent, scatter elastically and are at zero temperature. The reservoirs have $\mu_L-\mu_R=eV$, so for $V>0$ electrons flow to the right. The quoted current is $I=eJ$, the magnitude of the charge flow. Nearest neighbours at distance $d$ are coupled by $H_{ij}=-t_0(a/d)^2$, and the leads have the hopping $-t_0$ along the wire.

## Three atoms by hand

Take $W=1$ and three atoms with levels $0,u,0$. The couplings are $H_{12}=-p$ and $H_{23}=-q$, and the lead levels are zero. We work at the energy $E=0$.

**The lead.** Let $g$ be the Green function of the end atom of a semi-infinite chain. Adding one more atom reproduces the same chain, so $g=1/(E-t_0^2g)$. The lead acts on the wire through $\Sigma=t_0^2g$. At $E=0$ this gives $t_0^2g^2=-1$. The retarded root has a negative imaginary part, so $g=-i/t_0$ and $\Sigma=-it_0$. The coupling strength is $\Gamma=i(\Sigma-\Sigma^*)=2t_0$.

**Backward sweep.** Let $g_n$ be the Green function of atom $n$ with everything to its right attached and everything to its left removed:

$$g_3=\frac1{0-\Sigma}=-\frac i{t_0},\qquad
g_2=\frac1{-u-q^2g_3}=\frac1{-u+iq^2/t_0}.$$

At atom 1 the left lead is attached as well. With $S=p^2+q^2$,

$$G_{11}=\frac1{it_0-p^2g_2}
=\frac{-u+iq^2/t_0}{it_0(-u+iq^2/t_0)-p^2}
=\frac{u-iq^2/t_0}{S+it_0u}.$$

**Forward sweep.** Each step multiplies by the next coupling and the next $g$:

$$G_{21}=g_2(-p)G_{11}=\frac p{S+it_0u},\qquad
G_{31}=g_3(-q)G_{21}=\frac{ipq}{t_0(S+it_0u)} .$$

**Flow.** States arriving from the left contribute $A_{ij}=G_{i1}\Gamma G_{j1}^*$ to $2\pi\rho_{ij}$ per unit energy, as shown below. With $Q=S^2+t_0^2u^2$,

$$A_{12}=\frac{2t_0p\,(u-iq^2/t_0)}Q,\qquad A_{23}=-\frac{2ip^2q}Q .$$

The dimensionless flow through a bond is $2\,\mathrm{Im}(H_{ji}A_{ij})$. For the two bonds it is

$$2\,\mathrm{Im}(-pA_{12})=\frac{4p^2q^2}Q,\qquad
2\,\mathrm{Im}(-qA_{23})=\frac{4p^2q^2}Q .$$

The two cuts agree although their couplings differ. For $p=q=u=t_0$ we have $S=2t_0^2$ and $Q=5t_0^4$, so the transmission is $4/5$.

**Force.** The real parts do not agree: $\mathrm{Re}A_{12}=2t_0pu/Q$, while $\mathrm{Re}A_{23}=0$. To the right of atom 2 there is only a transmitted wave. Its phase advances by $\pi/2$ per atom at this energy, so the real part vanishes. To the left a reflected wave is added, and for $u\neq0$ the product of the amplitudes on atoms 1 and 2 then has a real part.

Raise $\mu_L$ from $0$ to a small $eV$, with $\mu_R=0$ and all levels held fixed. Then $\delta\rho=A\,eV/2\pi$. With $p\propto d^{-2}$ the slope is $dH_{12}/dd=2p/d$, and the force on atom 2 along the wire is

$$\delta F_2=-4\,\frac{eV}{2\pi}\,\frac{2t_0pu}{Q}\,\frac{2p}{d}
=-\frac{8\,eV\,t_0\,u\,p^2}{\pi d\,Q}.$$

For $u>0$ the atom is pulled back towards atom 1. Two limits separate force from current:

- At $u=0$ the force vanishes while the transmission is $4p^2q^2/S^2$.
- For large $u$ we have $Q\to t_0^2u^2$, so the current falls as $1/u^2$ and the force only as $1/u$.

## The general sweeps

Let $h_n$ be the Hamiltonian of slice $n$, and let $V_{n+1,n}$ be the block of $H$ that leads from slice $n$ to slice $n+1$.

**Leads.** The ideal lead separates into transverse modes $U$ with levels $\varepsilon_m$. For each mode the argument above gives $g=1/(E-\varepsilon_m-t_0^2g)$. With $\lambda=t_0g$ and $x=(E-\varepsilon_m)/2t_0$,

$$\lambda^2-2x\lambda+1=0,\qquad \Sigma=t_0\,U\lambda U^T .$$

In an open channel $x=-\cos k$. The retarded root is $\lambda=-e^{ik}$ with $0<k<\pi$, and $\Gamma=2t_0\sin k$.

**Sweeps.** Row $n$ of $(E-H-\Sigma)G=1$ with $1<n<N$, taken in the first block column, reads

$$(E-h_n)G_{n1}-V_{n,n-1}G_{n-1,1}-V_{n,n+1}G_{n+1,1}=0 .$$

Suppose that $G_{n+1,1}=g_{n+1}V_{n+1,n}G_{n1}$. Inserting this gives the same relation one slice further left, with

$$g_n=\left(E-h_n-V_{n,n+1}g_{n+1}V_{n+1,n}\right)^{-1}.$$

The recursion starts at $g_N=(E-h_N-\Sigma_R)^{-1}$. At $n=1$ one also subtracts $\Sigma_L$, and the inverse is then $G_{11}$. The same elimination with the source in slice $n$ gives $G_{n+1,n}=g_{n+1}V_{n+1,n}G_{nn}$.

With the source in slice $n+1$, the row of that slice gives $G_{n+1,n+1}=g_{n+1}+g_{n+1}V_{n+1,n}G_{n,n+1}$. Since $H$ and $\Sigma$ are symmetric, $G_{n,n+1}=G_{n+1,n}^T=G_{nn}V_{n,n+1}g_{n+1}$. Hence

$$G_{n+1,n+1}=g_{n+1}+G_{n+1,n}V_{n,n+1}g_{n+1}.$$

Each slice costs a fixed number of operations of order $W^3$, so the work grows as $NW^3$. Inverting the whole matrix costs of order $(NW)^3$.

## From Green function to density matrix

**States from the left.** In one lead mode write $\psi_n=e^{ikn}+re^{-ikn}$ and continue this form to the first wire atom, $n=1$. Then $re^{-ik}=\psi_1-e^{ik}$, and therefore $\psi_0=1+e^{ik}(\psi_1-e^{ik})$. In the equation for atom 1 the lead enters as $+t_0\psi_0$. The term $t_0e^{ik}\psi_1=-\Sigma\psi_1$ belongs to the left side. The rest is the source

$$-t_0(1-e^{2ik})=2it_0\sin k\,e^{ik}=i\Gamma e^{ik}.$$

So $\psi=G\,i\Gamma e^{ik}$ and $\psi\psi^\dagger=G\Gamma^2G^\dagger$. The states are counted by $dk/2\pi=dE/(2\pi\Gamma)$, because $dE/dk=2t_0\sin k=\Gamma$. One factor $\Gamma$ cancels. Summed over modes, states from the left add $\int A_L\,dE/2\pi$ to $\rho$, with $A_L=G\Gamma_LG^\dagger$.

**Occupation.** Below $\mu_R$ the states from both sides are filled, as in equilibrium. Between $\mu_R$ and $\mu_L$ those from the left are filled. Bound states, if there are any, are assumed to lie outside this window: those below it are filled and those above it are empty. For a level $\varepsilon$ at distance $s=\mu_R-\varepsilon$ from the lower chemical potential,

$$\frac12+\frac1\pi\int_0^\infty\mathrm{Re}\frac1{s+iy}\,dy
=\frac12+\frac1\pi\int_0^\infty\frac{s\,dy}{s^2+y^2}
=\frac12+\frac12\,\mathrm{sgn}\,s ,$$

which is 1 for a filled level and 0 for an empty one. Applied to all eigenstates of the wire with its leads, this gives

$$\rho=\frac12+\frac1\pi\int_0^\infty\mathrm{Re}\,G(\mu_R+iy)\,dy+\int_{\mu_R}^{\mu_L}\frac{dE}{2\pi}A_L(E).$$

The first two terms are real and carry no current. They do carry force.

## Why all cuts agree

The equation of motion for the number of electrons of one spin on atom $j$ is

$$\frac{dn_j}{dt}=\frac1{i\hbar}\sum_i\left(H_{ji}\rho_{ij}-\rho_{ji}H_{ij}\right)=\frac2\hbar\sum_i\mathrm{Im}(H_{ji}\rho_{ij}),$$

because the second product is the complex conjugate of the first. Each term is the flow from $i$ to $j$, and spin doubles it to the formula at the start.

On the rows of an inner slice neither $\Sigma$ nor $\Gamma_L$ acts, so $(E-H)A_L=0$ there. The net flow into such an atom is proportional to

$$2\,\mathrm{Im}(HA_L)_{jj}=2\,\mathrm{Im}\,(E\,A_{L,jj})=0 ,$$

since $A_L$ is Hermitian and its diagonal is real. Moving atom $j$ from one side of a cut to the other changes the total flow by this net inflow, which is zero. Any cut can be deformed into any other atom by atom, so all carry the same flow $T(E)=2\,\mathrm{Im}\sum H_{ji}A_{L,ij}$, where $i$ lies to the left of the cut and $j$ to the right. Inserting $\rho=\int A_L\,dE/2\pi$ gives

$$I=e\,\frac4\hbar\int\frac{dE}{2\pi}\,\frac{T}{2}=\frac{2e}{h}\int_{\mu_R}^{\mu_L}T(E)\,dE .$$

The argument needs elastic scattering. If the energy is replaced by $E+i\eta$, then $HA_L=(E+i\eta)A_L$ on the inner rows, and each atom absorbs the flow $2\eta A_{L,jj}$.

## Forces and the neutral potential

The mean momentum of an atom obeys $d\mathbf P_i/dt=-\langle\partial H/\partial\mathbf R_i\rangle=-2\,\mathrm{Tr}(\rho\,\partial H/\partial\mathbf R_i)$, with 2 for spin. Each bond appears twice in the trace, as $ij$ and $ji$. This gives $4\,\mathrm{Re}\,\rho_{ij}$ and the force formula at the start, with $dH_{ij}/dd=2t_0a^2/d^3$. The levels are taken to move with their atoms. Repulsion between ion cores is left out; at fixed positions it cancels from the change of force due to bias.

The levels themselves respond to the bias, because a metal screens charge. Here they are chosen so that every atom in the wire keeps its neutral number of electrons, with and without bias. From $\delta G=G\,\delta H\,G$, the response in equilibrium is

$$\chi_{ij}=\frac{\partial n_i}{\partial\varepsilon_j}=\frac2\pi\int_0^\infty\mathrm{Re}\,G_{ij}^2\,dy .$$

Newton steps with $\chi$ remove the excess charge. Under bias $\chi$ is an approximate slope, which affects the number of steps and not the neutral solution.

The lead levels shift too. Place $\mu_{L,R}=\pm eV/2$ and let $M$ channels be open. In the left lead, right-movers are filled to $\mu_L$. Of the left-movers, a fraction $1-T/M$ was reflected and a fraction $T/M$ came from the right. The mean filling level is

$$\frac12\left[\mu_L+\left(1-\frac TM\right)\mu_L+\frac TM\mu_R\right]=\frac{eV}2\left(1-\frac TM\right),$$

and the right lead has the opposite value. The levels of each lead are shifted by its own value, so that its band stays filled nearly as without bias. The match is only approximate, because this treats all channels alike and neglects the change of the density of states with energy.

## A disordered strip

The strip has $N=16$ and $W=4$, with $a=0.3$ nm, $t_0=1$ eV, 0.7 electron per atom and a bias of 0.1 V. In the ten middle slices each coordinate is displaced at random by up to $0.03$ nm. The hopping strengths then range from 0.78 to 1.52 eV.

**Current.** Three channels are open and the zero-bias transmission is $2.716$. With $2e^2/h=77.5\ \mu$S, the linear estimate is $77.5\times2.716\times0.1=21.0\ \mu$A. The full calculation gives $20.973\ \mu$A. Matching incoming and outgoing waves directly, without a Green function, at the same 20 energies gives the same current. Twenty random jagged cuts deviate from it by less than $5\times10^{-16}$ of its value.

**What the comparison of cuts detects.** Three deliberate faults show its reach:

- With $\eta=1$ meV, $1.6\%$ of the flow is lost between the cuts 2|3 and 14|15, at the middle of the window.
- If the current formula uses the hoppings of the undistorted lattice while $\rho$ belongs to the distorted one, the cuts differ by $29\%$ of the current.
- If the window is integrated with a single energy, the current becomes $21.014\ \mu$A, which is $0.2\%$ too high, yet all cuts still agree to rounding error.

The energy integral therefore needs its own test. Doubling the number of energies in both integrals changes no force component by more than $10^{-14}$ eV/nm.

**Potential.** The lead shift is $50\times(1-2.716/3)=4.7$ meV. Averaged over the atoms of a slice, the neutral potential changes by $3.9$ meV on the first slice and by $-2.3$ meV on the last, so the two ends differ in size. The end slices are not the extremes: the slice averages run unevenly between $+7$ meV (slice 2) and $-6$ meV (slice 14), and single atoms change by up to about $\pm12$ meV. Even so, most of the 100 meV between the reservoirs does not appear as a potential drop inside this nearly transparent wire. The first lead atoms, which are not adjusted individually, change their charge by up to $0.002\,e$ under bias.

The place where the neutral region ends matters. With four more neutral slices at each end, the current is $21.07\ \mu$A and the largest force change (given below for the 16-slice wire) is $0.067$ eV/nm. With eight more they are $21.21\ \mu$A and $0.063$ eV/nm. That is a shift of about $1\%$ in the current and $15\%$ in the force. With fourteen more they are $21.28\ \mu$A and $0.059$ eV/nm, a shift of about $1.5\%$ and $20\%$, so neither value has settled. The further digits quoted here belong to the 16-slice model and not to a fully screened long wire.

**Forces.** The largest change due to bias is on row 2 of slice 9, with components $(-0.069,-0.029)$ eV/nm. Its size is

$$\sqrt{0.0687^2+0.0286^2}=0.074\ \text{eV/nm}\approx12\ \text{pN}.$$

The root-mean-square change is $0.037$ eV/nm. The next two atoms in order of size have $x$ components $+0.065$ and $-0.061$ eV/nm, so the force does not simply follow the electron flow.

The forces under bias on these three atoms were also obtained by another route. The equilibrium part was taken as minus the numerical gradient of the grand potential at fixed levels, and the window part was taken from the matched waves. The two routes differ by at most $6\times10^{-6}$ eV/nm.

Reversing the bias separates the part of the force change that is even in $V$. It reaches $0.012$ eV/nm, about one sixth of the largest change, so linear response is a fair but not a close description at 0.1 V.

## Against real contacts

The spacing and hopping are rough values for atomic-size contacts between simple metals; no particular metal is meant. The filling of 0.7 electron per atom is a choice of the model. With one electron per atom, the same geometry has four open channels, carries $21.9\ \mu$A and has a largest force change of $0.059$ eV/nm. The cross-section $4a^2=0.36$ nm$^2$ gives a current density of $5.8\times10^9$ A/cm$^2$. That is thousands of times the roughly $10^6$ A/cm$^2$ of heavily loaded interconnects, so these forces must not be carried over to such lines.

If the largest force acted along a jump path and stayed constant over half a spacing, it would change the barrier by $0.074\times0.15=0.011$ eV. That is a little under half of $k_BT$ at room temperature.

The forces depend strongly on the assumed potential. Replace the neutral potential by a straight ramp between the same lead levels. No atom then gains or loses more than $0.0055\,e$, yet a force change shifts by up to $0.059$ eV/nm, about $80\%$ of the largest one. Between the two potentials, the force changes on single atoms differ in size by up to a factor of about 6.4, and one of the 40 turns to a roughly opposite direction. Real screening has a finite range and lies outside both models, so the forces on single atoms are only rough estimates.

The restriction to nearest neighbours matters as much. The same distance law would couple diagonal neighbours with about half the strength. If they are included in the wire and the leads, and the levels are made neutral again, the current becomes $20.34\ \mu$A and a force change shifts by up to $0.065$ eV/nm.

Temperature matters less. With electrons at 300 K and the levels held fixed, the current drops to $20.87\ \mu$A and the force changes shift by up to $0.009$ eV/nm.

Thermal vibration, estimated with a rough mass of 50 u and a rough quantum of 20 meV, has $0.19$ of the mean-square displacement of the static disorder. If reflection grew in proportion to that quantity, the missing transmission $3-2.716=0.284$ would rise by $0.054$. This simple scaling is too low by about a factor of two. Random displacements of thermal size, added to the ten middle slices with the levels made neutral for each arrangement, lower the zero-bias transmission by about $0.1$ on average, or about $4\%$. Energy exchange with the vibrations, and the heating that follows, are outside the model. The remaining values are in the numerical output.

## Numbers as computed

```
slices, atoms per slice: 16, 4; disordered slices: 10
spacing 0.3 nm, hopping 1.0 eV, filling 0.7 per atom
largest displacement per coordinate: 0.030 nm
bias: 0.1 V; open channels: 3
lead levels, edge and inner row (eV): [0.7712 0.6449]
range of neutral levels, no bias: 0.430 to 1.167 eV
range of hopping strengths: 0.778 to 1.524 eV
transmission at zero bias: 2.7156
lead level shift: +-4.741 meV
potential change, first and last slice: 3.938, -2.310 meV
current through cut 1|2: 20.973153858 uA
current through cut 5|6: 20.973153858 uA
current through cut 8|9: 20.973153858 uA
current through cut 11|12: 20.973153858 uA
current through cut 15|16: 20.973153858 uA
relative spread over all 15 straight cuts: 3.2e-16
largest relative deviation, 20 jagged cuts: 4.4e-16
current from wave matching: 20.973153858 uA
current density: 5.826e+09 A/cm2
largest error of A_L against waves: 2.0e-15 1/eV
flow lost with eta = 1 meV: 1.631 %
spread with ideal hoppings in current: 29.39 %
single-node current: 21.014207 uA, spread 4.8e-16
largest band force without bias: 10.0764 eV/nm
force change, slice 9 row 2: x -0.06874, y -0.02861 eV/nm
force change, slice 11 row 4: x 0.06463, y -0.00592 eV/nm
force change, slice 10 row 4: x -0.06131, y 0.00999 eV/nm
largest force change: 0.07446 eV/nm = 11.929 pN
rms force change: 0.03692 eV/nm
force error against finite differences: 5.7e-06 eV/nm
force error of energy integrals: 8.9e-15 eV/nm
largest part even in bias: 0.01193 eV/nm
300 K, frozen levels: current 20.8698 uA
300 K, largest shift of force change: 0.00887 eV/nm
linear potential: largest shift of force change 0.05875 eV/nm
linear potential: largest excess charge 0.00550 e
first lead atoms, largest excess without bias: 0.00900 e
first lead atoms, largest change by bias: 0.00226 e
rms displacement per axis: static 0.0173 nm, thermal 0.0075 nm
  (thermal: 300 K, rough 50 u and 20 meV)
thermal/static mean-square ratio: 0.189
```
